# Why the image-force coefficient 3/8 fails for metal spheres

Suppose the energy needed to take one electron from a neutral metal sphere of radius $R$ is calculated as $W+3e^2/(8R)$, where $W$ is the work function of the flat surface. For a classical conductor this result violates energy conservation. The sphere left behind carries charge $+e$, and the field around it holds the energy $e^2/(2R)$. The rule pays for three quarters of that field. At $R=1.482$ nm the missing amount $e^2/(8R)$ is 0.12 eV. In a real metal a quantum term of the same order in $1/R$ also enters, so the net error of the rule there has to be found separately.

Here $e^2$ stands for $e^2/(4\pi\varepsilon_0)=1.4400$ eV nm. The sphere is isolated, and the removed electron ends at rest at infinity.

## A counter-example: a rigid charge in an ideal conductor

Take an ideal conductor, a continuous medium of mobile charge. Let the "electron" be a rigid spherical shell of radius $a\ll R$ carrying charge $-e$ spread evenly. The medium can pass through the shell. This is not a model of a real electron, but every energy in it can be found, so it can test the rule.

**Total work.** When the shell is deep inside a neutral sphere, mobile charge $+e$ settles on the shell and cancels it. The conductor and shell together are neutral, so no charge is left on the outer surface. There is no field anywhere, and the electrostatic energy is zero. When the shell is at infinity, its own field has energy $e^2/(2a)$ and the charged sphere has energy $e^2/(2R)$. Hence

$$I=\frac{e^2}{2a}+\frac{e^2}{2R}.$$

For a flat surface, $R\to\infty$, the work is $W=e^2/(2a)$. Therefore

$$I=W+\frac{e^2}{2R}.$$

The coefficient is 1/2. To see how 3/8 arises, we follow the force along the path.

**Image force.** Put a point charge $q$ at distance $r>R$ from the centre of a sphere with total charge $Q$. An image charge $q'=-qR/r$ at distance $R^2/r$ from the centre, on the same ray, makes the surface potential zero. Indeed, for a surface point at angle $\theta$, the squared distance to the image is

$$R^2+\frac{R^4}{r^2}-\frac{2R^3}{r}\cos\theta=\frac{R^2}{r^2}\left(r^2+R^2-2Rr\cos\theta\right),$$

which is $R^2/r^2$ times the squared distance to $q$. The two potentials thus cancel. A further charge $Q-q'$ at the centre restores the total charge and keeps the surface an equipotential. With $r-R^2/r=(r^2-R^2)/r$, the outward force on $q$ is

$$F(r)=\frac{q(Q-q')}{r^2}+\frac{qq'}{(r-R^2/r)^2}
=\frac{qQ}{r^2}+\frac{q^2R}{r^3}-\frac{q^2Rr}{(r^2-R^2)^2}.$$

The interaction energy is $U(r)=\int_r^\infty F\,dr'$. The three integrals give

$$U=\frac{qQ}{r}+\frac{q^2R}{2r^2}-\frac{q^2R}{2(r^2-R^2)}
=\frac{qQ}{r}-\frac{q^2R^3}{2r^2(r^2-R^2)}.$$

The same formula holds for our shell when it is wholly outside. Its field on the sphere is that of a point charge, and the induced potential, being harmonic in the region of the shell, has an average over the shell equal to its value at the centre.

**Expansion near the surface.** Now set $q=-e$, $Q=+e$, $r=R+d$ and $s=d/R$. Since $(1+s)^2-1=2s(1+s/2)$,

$$-\frac{R\,U}{e^2}=\frac{1}{1+s}+\frac{1}{4s}\,\frac{1}{(1+s)^2(1+s/2)}.$$

For small $s$ the first term is $1+O(s)$. In the second, $(1+s)^{-2}=1-2s+O(s^2)$ and $(1+s/2)^{-1}=1-s/2+O(s^2)$, so their product is $1-5s/2+O(s^2)$. Thus

$$-\frac{R\,U}{e^2}=1+\frac1{4s}-\frac58+O(s)=\frac1{4s}+\frac38+O(s),$$

$$U(d)=-\frac{e^2}{4d}-\frac{3e^2}{8R}+O\!\left(\frac{e^2d}{R^2}\right).$$

The work from $d$ to infinity is $-U(d)$. The rule chooses $d$ so that $e^2/(4d)=W$, which is the flat-surface cutoff, and reads off $W+3e^2/(8R)$. For our shell, with $W=e^2/(2a)$, this gives $d=a/2$. The shell would then cut the surface, where the image formula no longer holds, so the cutoff is only a device for matching the flat-surface work.

**The missing work.** The algebra so far is correct. What is missing is the effect of the sphere's size on the work between the metal and a point $d>a$, where the image formula starts to hold. The total energy with the shell at $d>a$ is $e^2/(2a)+e^2/(2R)+U(d)$, and it started at zero. The work on this inner part is therefore

$$\frac{e^2}{2a}+\frac{e^2}{2R}-\frac{e^2}{4d}-\frac{3e^2}{8R}
=\left(W-\frac{e^2}{4d}\right)+\frac{e^2}{8R},$$

up to terms of order $e^2d/R^2$. The bracket is the flat-surface value. The last term depends on the size of the sphere, and the rule drops it. Restoring it gives $3/8+1/8=1/2$.

The two parts were also found without the image formula. The surface charge was computed from the equipotential condition at $d=0.05R$ and $0.025R$, the flat-surface term $e^2/(4d)$ was taken out, and the remainders were extrapolated linearly to $d=0$. The outer coefficient came out as 0.3756 and the inner as 0.1244. Their sum is 1/2 by energy bookkeeping, so the evidence lies in the separate values.

One might try to save the rule by letting the cutoff depend on $R$. The correct total requires $e^2/(4d)=W+e^2/(8R)$. With $d_0=e^2/(4W)$ this reads $1/d=1/d_0+1/(2R)$, or

$$d=\frac{d_0}{1+d_0/(2R)}.$$

For $W=2.997$ eV, $d_0=0.120$ nm; at $R=1.482$ nm the required $d$ is 0.115 nm. A shift of 0.005 nm in a cutoff that has no independent definition changes the coefficient from 3/8 to 1/2. The image argument cannot fix the $1/R$ term unless the energy inside the cutoff is known to the same order.

## The general statement

For a real metal the surface has a finite thickness, and this adds a second term of order $1/R$. Let $\mu$ be the chemical potential of the neutral sphere, measured from the vacuum level at infinity. Averaged over electronic shells, and for $R$ large compared with the thickness of the surface layer,

$$-\mu=W+c\,\frac{e^2}{R}+O(R^{-2}),\qquad
I=W+\left(\frac12+c\right)\frac{e^2}{R}+O(R^{-2}).$$

The first equation defines the number $c$. It depends on the metal and on the theory used for its electrons. The following proof is for jellium, in which the ions are replaced by a uniform positive background of density $n_+$ ending at $R$. I assume that the energy is a smooth function of electron number once shells are averaged, that net charge is screened out of the interior, and that the surface profile has an expansion in $1/R$.

**The potential at the centre.** Let $n(r)$ be the electron density and $\nu=n_+-n$ the net positive charge density in units of $e$. Deep inside a large enough sphere, $\nu=0$, so the electron density there equals that of the bulk. (In the 343-electron sphere treated below, ripples of 1 to 2% remain in the inner region, so this step holds only in the limit of large $R$.) The chemical potential is then

$$\mu=\bar\mu+V(0),\qquad V(0)=-e^2\int\frac{\nu}{r}\,d^3r=-4\pi e^2\int\nu\,r\,dr.$$

Here $V(0)$ is the electrostatic energy of an electron at the centre. The bulk term $\bar\mu$, which holds kinetic, exchange and correlation parts, depends on $n_+$ but not on $R$.

**Neutral sphere.** Write $r=R+x$ and $m_k=\int\nu x^k\,dx$. Neutrality means

$$0=\int\nu(R+x)^2dx=R^2m_0+2Rm_1+m_2,$$

so $m_0=-2m_1/R-m_2/R^2$. Then

$$\int\nu r\,dr=Rm_0+m_1=-m_1-\frac{m_2}{R},$$

$$-\mu=-\bar\mu-4\pi e^2\left(m_1+\frac{m_2}{R}\right).$$

The moments themselves depend weakly on $R$. With $m_1=m_1^\infty+b/R+\dots$ and $m_2=m_2^\infty+\dots$, the flat limit is $W=-\bar\mu-4\pi e^2m_1^\infty$. Electrons that spill outwards make $m_1^\infty$ negative and so raise $W$. The next order gives

$$c=-4\pi\left(b+m_2^\infty\right).$$

The term $m_2^\infty$ is the effect of bending a given charge profile, and $b$ is the change of the profile caused by the bending. With a sharp Fermi level, the density ripples near a flat surface decay only as $1/x^2$ with depth, so the integral for $m_2$ keeps oscillating. Smearing the occupations, as is done below, damps the ripples and gives the integral a definite value. If the layer has thickness $\ell$ and its dipole step is held fixed while $\ell\to0$, then $m_2^\infty$ is of order $m_1^\infty\ell$. If bending changes the profile by a relative amount of order $\ell/R$, then $b$ is also of order $m_1^\infty\ell$. Then $c\to0$ and the classical 1/2 remains. This is the sense in which 1/2 is the classical limit.

**Charged sphere.** Remove a fraction $q$ of an electron, $0\le q\le1$. The interior stays neutral, so $\bar\mu$ is unchanged. The extra positive charge, whose density integrates to $q$, sits in the surface layer. If its mean position is $R+\delta$, then its mean inverse radius is $1/R-\delta/R^2+\dots$, and

$$-\mu(q)=-\mu(0)+q\,e^2\left(\frac1R-\frac{\delta}{R^2}+\dots\right).$$

Let $F(N)$ be the energy as a function of electron number, with $dF/dN=\mu$. For a neutral sphere with $N_0$ electrons,

$$I=F(N_0-1)-F(N_0)=-\int_0^1\mu(q)\,dq=-\mu(0)+\frac{e^2}{2R}+O(R^{-2}),$$

because $\int_0^1q\,dq=1/2$. Inserting $-\mu(0)=W+ce^2/R$ completes the proof. The factor 1/2 is electrostatic and comes from the gradual growth of the charge. The number $c$ belongs to the neutral sphere.

**Electron affinity.** The same integral with $q$ from $-1$ to 0 gives the energy released when a neutral sphere gains an electron:

$$A=F(N_0)-F(N_0+1)=-\int_{-1}^0\mu(q)\,dq=W-\left(\frac12-c\right)\frac{e^2}{R}+O(R^{-2}).$$

Thus $I-A=e^2/R$ and $(I+A)/2=-\mu$ at this order. The image rule can be applied here too. Taking the extra electron away leaves a neutral sphere, so $Q=0$, and the expansion above without its first term gives $-U=e^2/(4d)-5e^2/(8R)$. The rule then yields $A=W-5e^2/(8R)$. Its values for $I-A$ are right, since $3/8+5/8=1$, but its mean $(I+A)/2$ is $W-e^2/(8R)$. In other words, the rule behaves as if $c$ were $-1/8$. A purely classical omission thus has the same form as a quantum correction, and it has the same sign as the $c$ found below.

## A jellium sphere in numbers

Take $r_s=4$ bohr, where $r_s$ is the radius of a sphere containing one electron on average. This is roughly the conduction-electron density of sodium. The electrons are treated by Kohn-Sham theory in the local density approximation with Perdew-Wang correlation. Occupations are smeared by a Gaussian of width 0.679 eV to average the shells, and $F$ includes the matching smearing term, so that $dF/dN=\mu$. The energies $I$ come from separate calculations of the neutral sphere and the cation, not from the formula being examined.

A flat slab gives $W=2.997$ eV. A free quadratic fit of $-\mu$ against $1/R$ for the spheres also gives 2.997 eV. Four of the six sizes are:

| $N$ | $R$ (nm) | $-\mu$ (eV) | $I$ (eV) | $(-\mu-W)R/e^2$ | $(I-W)R/e^2$ |
|---|---|---|---|---|---|
| 125 | 1.058 | 2.871 | 3.513 | −0.093 | 0.380 |
| 343 | 1.482 | 2.906 | 3.372 | −0.094 | 0.386 |
| 729 | 1.905 | 2.926 | 3.291 | −0.094 | 0.389 |
| 1000 | 2.117 | 2.933 | 3.263 | −0.094 | 0.391 |

Linear extrapolation in $1/R$ of the last two columns, over all six sizes, gives $c=-0.095$ and a coefficient of 0.402 for $I$. They differ by 0.497, where theory requires 0.500. The remainder comes from curvature in the data. The sums $(I+\mu)R/e^2$ are 0.4724, 0.4791 and 0.4849 for $N=125$, 343 and 1000, and a parabola in $1/R$ through these three points reaches 0.501 at $1/R=0$. Rounding of the inputs can move that value by up to 0.002, so it agrees with 1/2.

The proof says where much of this size dependence comes from. At $N=343$,

$$I+\mu=3.3716-2.9060=0.4656\ \text{eV},\qquad
\frac{e^2}{2(I+\mu)}=\frac{1.4400}{0.9312}=1.546\ \text{nm}.$$

This is the effective charging radius. It exceeds $R$ by $\delta=0.064$ nm; the same arithmetic gives 0.062 nm at $N=125$ and 0.066 nm at $N=1000$. The extra charge is centred a little outside the background edge, which lowers the charging energy below $e^2/(2R)$.

Now compare the rules at $N=343$, where $e^2/R=0.9718$ eV:

- $W+e^2/(2R)=2.997+0.486=3.483$ eV, which is 0.111 eV above the computed 3.372 eV.
- $W+3e^2/(8R)=2.997+0.364=3.361$ eV, which is about 0.01 eV below it.
- $W+(1/2+c)e^2/R=2.997+0.393=3.390$ eV, which is about 0.02 eV above it.

At this size the faulty rule lies closest. The agreement is accidental: omitting the classical term changes the coefficient by $-0.125$, while $c$ and the $R^{-2}$ terms together supply $0.386-0.500=-0.114$. The trend with size separates the two. From $N=125$ to 1000 the coefficient rises from 0.380 to 0.391 and moves away from 0.375. Its distance from $1/2+c=0.405$ falls from 0.025 to 0.014. At this smearing width the asymptotic formula becomes the better of the two between $N=729$ and 1000. The crossing point is sensitive to the smearing: with the smearing error removed, 3/8 is still slightly the closer at $N=1000$ (0.012 against 0.013 to 0.016, depending on the widths used to extrapolate), and the crossing moves to larger spheres. One sphere of this size therefore cannot decide the asymptotic coefficient.

**How firm is $c$?** At $N=343$, refining the mesh from 0.25 to 0.17 bohr changes $(-\mu-W)R/e^2$ by $-0.0001$, and widening the vacuum changes it by less than 0.0001. The energies $W$, $-\mu$ and $I$ themselves are about 0.001 eV too high at the standard mesh, but this common shift nearly cancels in the coefficients, which move by about $-0.0003$, so the last digit shown in the table can change by one. The smearing matters more. Reducing its width by 20% changes this quantity by $-0.0018$ and $W$ by $-0.033$ eV. If the error is quadratic in the width, as expected for a symmetric smearing of a smooth level density, the reduction removes $1-0.8^2=0.36$ of it. The full corrections would then be $-0.005$ and $-0.09$ eV, which points to $c$ near $-0.10$ and $W$ near 2.9 eV. At $r_s=3$ and 5 bohr the calculation with the standard smearing gives $c=-0.090$ and $-0.094$, and estimates of the smearing correction from a 20% narrower width lie between about $-0.004$ and $-0.007$, depending on density and size. For this model $c$ is thus about $-0.10$ at these densities, and no single value should be used as a constant of nature.

The smearing also governs how one comparison must be read. $N=138$ is a closed shell. Its $I$ is 3.497 eV with the standard smearing and 3.397 eV with a width of 0.08 eV, but the second figure is not yet unsmeared: the open $3p$ level of the cation still carries a smearing term of about $-0.09$ eV, which shrinks only in proportion to the width. With no smearing, and the hole spread evenly over the $3p$ level, $I$ is 3.48 eV. This is only about 0.015 eV below the standard value, but two effects nearly cancel in that difference. Removing the smearing lowers the shell-averaged $I$ by 0.09 to 0.10 eV, to about 3.40 eV, and the closed shell raises it by about 0.08 eV. This is an estimate of the shell effect at one size and is not a bound for others.

## Real sodium clusters

The measured work function of sodium is roughly 2.7 eV, so the model value of 3.0 eV, or 2.9 eV after the smearing estimate, is somewhat high. Real clusters break the assumption of a smooth background. In the stabilised-jellium model the average effect of the ions is a constant potential inside the metal, $-n\,d\varepsilon/dn$, where $\varepsilon(n)$ is the jellium energy per electron; it makes the bulk stable at the chosen density. Here it is $-0.060$ eV. With the surface dipole frozen it would raise $W$ by 0.06 eV. When the surface electrons are allowed to readjust in the slab calculation, the rise is only about 0.02 eV. Either way $W$ moves away from the measured value, so this term does not explain the difference. At fixed density, the thermal shift of the bulk Fermi level at 300 K is about $-0.0002$ eV and is negligible. Thermal expansion matters more: an increase of 1.5% in $r_s$ lowers the jellium $W$ by about 0.02 eV, so $W$ and the cluster data should refer to the same temperature. Shell structure, cluster shape and the discrete arrangement of the ions were not sized reliably.

These figures set the condition for using cluster data. At $R=1.482$ nm the coefficients 0.405 and 0.375 differ by 0.029 eV in $I$. An error of that size in the assumed $W$ is enough to exchange one for the other. A sound analysis uses a range of sizes, keeps an $R^{-2}$ term and averages over shells. The $R^{-2}$ term is essential. If $W$ is left free and the six computed values of $I$ are fitted without it, the coefficient comes out as 0.368, which would wrongly seem to confirm 3/8. With it the fit gives 0.396, still slightly below the asymptotic value. Where affinities are also known, $(I+A)/2$ gives $W$ and $c$ with the charging energy removed at leading order, and $I-A$ checks the charging energy separately. The formulae do not apply unchanged to a cluster on a support or near another conductor, where the charging energy is no longer $e^2/(2R)$.

## Table of computed values

```
e^2/(4 pi eps0) = 1.4400 eV nm
Classical, electron from d to infinity: coefficient 0.3756
Classical, metal to d, curvature part: coefficient 0.1244
Classical sum: 0.5000
Jellium r_s = 4.0 bohr, Fermi energy = 3.132 eV
Gaussian smearing width = 0.679 eV
W from slab = 2.997 eV
W from free fit to spheres = 2.997 eV
N, R (nm), -mu (eV), I (eV), (-mu-W)R/e^2, (I-W)R/e^2:
  125 1.058 2.8705 3.5132 -0.0929 0.3795
  216 1.270 2.8911 3.4310 -0.0933 0.3829
  343 1.482 2.9060 3.3716 -0.0935 0.3856
  512 1.693 2.9172 3.3266 -0.0938 0.3877
  729 1.905 2.9259 3.2912 -0.0939 0.3894
 1000 2.117 2.9329 3.2627 -0.0941 0.3908
Extrapolated c = -0.0952
Extrapolated coefficient of I = 0.4020
Difference of the two = 0.4972
Slope of (-mu-W)R/e^2 against 1/R = 0.0025 nm
Slope of (I-W)R/e^2 against 1/R = -0.0240 nm
c at r_s = 3.0 bohr: -0.0902
c at r_s = 5.0 bohr: -0.0943
Example N = 343: R = 1.482 nm, e^2/R = 0.9718 eV
I from total energies = 3.372 eV
W + e^2/(2R) = 3.483 eV
W + 3e^2/(8R) = 3.361 eV
W + (1/2+c)e^2/R = 3.390 eV
Next-order term from the fit = -0.0157 eV
I + mu(half-charged sphere) = 0.00015 eV
Shift, mesh 0.25 to 0.17 bohr: W -0.0004 eV, (-mu-W)R/e^2 -0.0001
Shift, smearing reduced by 20%: W -0.0326 eV, (-mu-W)R/e^2 -0.0018
Shift, vacuum 14 to 18 bohr: W 0.0002 eV, (-mu-W)R/e^2 0.0000
Shift of W, slab 60 to 80 bohr = 0.0000 eV
N = 138: I smooth = 3.497 eV, nearly unsmeared = 3.397 eV
Shell effect at N = 138 = -0.100 eV
Average ion-lattice potential offset = -0.060 eV
Fermi-level shift at 300 K = -0.000176 eV
```
